The generalized arcsine law of ageing in Bouchaud's trap model, part 2

A particle hops among traps whose depths E > 0 have the density exp(−E/E₀)/E₀, E₀ = k_B T_g. It leaves a trap at the rate λ = 1/τ, with τ = τ₀ exp(E/k_B T). By the mean-field assumption each jump leads to a freshly drawn trap; the first is drawn likewise at time zero. Here x = T/T_g, with 0 < x < 1 unless stated otherwise, and times are in units of τ₀ unless it is written out. The escape rates have the density

p(λ) = x λ^(x−1), 0 < λ < 1. (6)

Π(t_w + t, t_w) is the probability of no jump between the age t_w and t_w + t, and θ = t/t_w. S(v) is the probability of surviving a time v in a fresh trap, S(v) ≈ Γ(1+x)v^(−x) at large v, and Ŝ(s) is its Laplace transform. U(u) is the mean number of traps entered up to time u, the first included; dU has the transform 1/[sŜ(s)]. At any age

Π(t_w + t, t_w) = ∫_[0,t_w] dU(u) S(t_w + t − u). (11)

s Ŝ(s) = ∫₀¹ x λ^(x−1) s/(λ+s) dλ. (14)

For small s,

s Ŝ(s) = A s^x − x s/(1−x) + O(s²), A = πx/sin πx. (17)

For large t_w the measure μ(dy) = t_w^(−x) dU(t_w y) tends to

μ*(dy) = x y^(x−1) dy/[A Γ(1+x)], (19)

and the no-jump probability tends to the generalized arcsine law:

Π(t_w + t, t_w) → H_x(θ) = [sin(πx)/π] ∫_θ^∞ dw/[w^x (1+w)]. (24)

The example is a hole with E₀ = 50 meV, T = 300 K, τ₀ = 1 ps, k_B T = 25.852 meV and x = 0.5170; it enters about 877 traps in 1 μs. At ages 1 ns, 10 ns, 100 ns and 1 μs, its no-jump probability is 0.185, 0.483, 0.792 and 0.930 for a fixed 10 ns interval, but 0.489, 0.483, 0.481 and 0.480 for t = t_w.

**Where the particle sits**

The age enters through the traps that are occupied. A particle is in a trap of rate λ at time t_w if it entered such a trap at some earlier time u and has stayed since. The density of occupied rates is therefore

P(λ, t_w) = p(λ) ∫_[0,t_w] dU(u) e^(−λ(t_w−u)). (28)

Set λ = c/t_w and u = t_w y, and use (6) and (19). Then dλ contributes 1/t_w, p(λ) contributes xc^(x−1)t_w^(1−x), and dU contributes t_w^x. The powers of t_w cancel, and the density of c tends to

g(c) = [x² c^(x−1)/(AΓ(1+x))] ∫₀¹ y^(x−1) e^(−c(1−y)) dy. (29)

The typical escape rate is thus of the order of the inverse age. The particle is found in traps whose mean stay is comparable with the time it has had to find them. The depth is E = k_B T ln(1/λ) = k_B T(ln t_w − ln c). Once the distribution of c has settled, the mean depth grows by k_B T ln 10 = 59.5 meV for each factor of ten in age. The master equation gives 0.309 eV at 100 ns and 0.368 eV at 1 μs, with an unrounded difference of 59.2 meV.

This explains the numbers at the start. At a fixed interval of 10 ns, an older particle sits deeper and is less likely to leave. When the interval is stretched with the age, the slower escape is compensated.

**The leading correction at finite age**

For the example, the probabilities at t = t_w were 0.4894, 0.4832, 0.4811 and 0.4805 for ages from 1 ns to 1 μs, while the limit is 0.4801. The differences shrink by a factor of about three per decade. The second term of (17) gives this rate.

Factor As^x out of (17) and expand the inverse:

1/[sŜ(s)] = s^(−x)/A + C s^(1−2x) + …, C = x/[(1−x)A²]. (30)

The transform of the function U(u) itself is (30) divided by s, with powers s^(−1−x) and s^(−2x). To invert it term by term, note that sŜ(s) in (14) has no zero away from the negative real axis: the imaginary part of Ŝ(s) is −Im s times a positive integral, and for s > 0 the function Ŝ is positive. The inversion contour can therefore be wrapped around the negative real axis. At large u only its part near s = 0 matters, and there the expansion holds on both sides of the cut. Since s^(−a) is the transform of u^(a−1)/Γ(a),

U(u) = u^x/[AΓ(1+x)] + C u^(2x−1)/Γ(2x) + … (31)

To insert this in (11), integrate by parts, which avoids differentiating the second term:

Π = U(t_w) S(t) − ∫₀^(t_w) U(u) ∂_u S(t_w+t−u) du. (32)

The boundary term at the lower end vanishes, because U is zero before the first trap is entered. With S(v) ≈ Γ(1+x)v^(−x), the derivative is ∂_u S = xΓ(1+x)(t_w+t−u)^(−x−1), which is positive because a later entry leaves less time to survive. The first term of (31) reproduces H_x. The second, with u = t_w y, gives the correction:

δΠ = [xΓ(1+x)/((1−x)A²Γ(2x))] (τ₀/t_w)^(1−x) B(θ), (33)

B(θ) = θ^(−x) − x ∫₀¹ y^(2x−1) (1+θ−y)^(−x−1) dy. (34)

The power of t_w is 2x−1−x = x−1 in the boundary term and 2x−1−x−1+1 = x−1 in the integral, and τ₀ has been restored. The integral converges at y = 0 because 2x−1 > −1. Expansion (31) fails for u of order one, but this does not spoil the result. The next term of U varies as u^(3x−2). After integration it contributes at order t_w^(2x−2). For x < 1/3 one might also expect a term of order t_w^(−1−x) from early times, proportional to the integral over all u of what the two terms of (31) leave out. That integral is the transform of the remainder at s = 0, and it vanishes, because this transform starts with the power s^(1−3x). The neglected part is therefore smaller than t_w^(x−1) for large t_w.

For the example at t_w = t = 1 μs, (τ₀/t_w)^(1−x) = 10^(−6 × 0.4830) = 1.27 × 10⁻³, and the remaining factors of (33) amount to 0.258. The predicted shift is 3.27 × 10⁻⁴, equal to the difference between the master equation and the limit law to these digits. Per decade of age the correction falls by 10^0.483 = 3.04, which accounts for the factor of about three. The approach slows as x → 1: at x = 0.9 the factor per decade would tend to only 10^0.1 = 1.26 at very large ages, and the dependence on t/t_w alone would be reached very late.

**When ageing ends**

For x > 1 the mean stay is finite, m = ∫₀¹ xλ^(x−2) dλ = x/(x−1). A stationary state then exists. If jumps occur at a constant total rate 1/m, the gain p(λ)/m of traps with rate λ balances their loss λP(λ) when

P(λ) = p(λ)/(mλ) = (x−1) λ^(x−2). (35)

For x = 2 this density is uniform, and the stationary no-jump probability is ∫₀¹ e^(−λt) dλ = (1−e^(−t))/t. At t = 10τ₀ this is 0.1000. The master equation at the finite age 10⁴τ₀ gives 0.0999. In the limit t_w → ∞ at fixed t, the elapsed time now counts by itself and the age no longer matters. For τ₀ ≪ t ≪ t_w the relative effect of the age falls as (t/t_w)^(x−1), which is slow when x is close to 1. For longer observations the age still enters fully. With dU ≈ du/m, m = 2 and S(v) ≈ 2/v², equation (11) gives 1/t − 1/(t_w + t) when both t and t_w are much larger than τ₀, which at t = t_w is half the stationary value 1/t.

Ageing also ends, even below T_g, if there is a deepest trap. The weight p(λ)/λ is then cut off at a smallest rate λ_min and can be normalized. The approach to equilibrium is governed by the rate operator. Divide the occupation by the square root of its equilibrium value. The operator then becomes symmetric, and it is −λ plus a positive term that projects on a single function. On all functions orthogonal to that one its mean value is at most −λ_min, so at most one eigenvalue can exceed −λ_min. That one is the eigenvalue zero of the equilibrium state. Every deviation from equilibrium therefore decays at least as fast as exp(−λ_min t_w), and the arcsine law is limited to ages and observation times well below 1/λ_min.

If the tail of the example ends at 0.70 eV, the longest mean stay is 1 ps × exp(0.70/0.025852) = 0.57 s. At an age of 1 μs, with t = t_w, the cut-off lowers the no-jump probability by 4 × 10⁻⁴ relative to the unbounded tail.

**Returning to the same trap**

The mean-field assumption forbids memory of earlier traps. A particle on a lattice can step out of a deep trap and soon fall back into it. Let r be the probability that it ever returns. Each departure from a trap of rate λ is then final with probability 1−r, so final departures occur at the rate λ′ = (1−r)λ, provided the excursions are short compared with the stay in the deep trap. On long time scales the final departures follow the same trap model with τ₀ replaced by τ₀/(1−r), which does not alter H_x. The average of exp(−λ′t) over the occupied traps is therefore H_x(t/t_w). The no-jump probability is the average of exp(−λt) = exp[−λ′t/(1−r)], which gives

Π_return ≈ H_x(θ/(1−r)). (36)

This is an argument from the separation of time scales and not a proof. For nearest-neighbour steps on a simple cubic lattice, r follows from the mean number of visits to the starting site, 1/(1−r). Let steps occur at unit rate. The mean number of visits then equals the mean total time spent at the site. Each coordinate steps at rate 1/3, and it is back at its start when it has made equally many steps in both directions. The two numbers are Poisson variables of mean s/6, so the probability is e^(−s/3)I₀(s/3), with I₀ the modified Bessel function. Three independent coordinates give

1/(1−r) = ∫₀^∞ [e^(−s/3) I₀(s/3)]³ ds, r = 0.3405. (37)

At t = t_w the argument in (36) is 1/0.6595 = 1.516, and the prediction is 0.415. A simulation with fixed trap depths on this lattice, at the same x and age, gives 0.417 ± 0.004. The mean-field value is 0.480. Memory of earlier traps thus lowers the no-jump probability by about 13 % of its value. According to (36) the probability still depends on t/t_w alone; the simulation checks the formula at one age and one ratio only.

**The model beside amorphous silicon**

The example's numbers are rough values for holes in the valence-band tail of hydrogenated amorphous silicon, where the density of tail states falls approximately exponentially into the gap. A width near 50 meV is typical of that tail. The conduction-band tail is narrower, roughly 25 meV, which puts electrons at room temperature near x = 1, outside the useful range of the law. For holes, the neglect of returns may matter: if a released hole came back as often as on the cubic lattice, the value at t = t_w would move from 0.48 to about 0.42. The actual return probability depends on how the hole moves in the band between traps, which is not modelled here. Deep defects also matter. With 10¹⁶ defects and 10²⁰ tail states per cm³, and equal capture by both, a hole that enters 877 traps in 1 μs is caught by a defect 877 × 10⁻⁴ ≈ 0.09 times on average. If a captured hole stays in the defect for the whole observation, this already raises the value at t = t_w = 1 μs from 0.48 to about 0.53, a shift comparable with that from returns and of opposite sign. The number of captures grows as t_w^x, so at much longer ages defects and recombination replace the ageing described here. The temperature also matters: at 310 K and the same tail width, the limit law at t = t_w gives 0.460 instead of 0.480.

Filling of the traps and the time spent in the band are small effects at 1 μs. For 10¹⁴ holes per cm³, at most a fraction 877 × 10⁻⁶ ≈ 9 × 10⁻⁴ of the tail states has been entered. Entry does not depend on depth, so this bound holds for the deep states as well, and filling is negligible. If each jump includes 1 ps in the band, the free time is 9 × 10⁻⁴ of the age. Direct tunnelling to a shallower state at depth ε and distance R, with equal attempt rates, occurs at the rate of thermal release to the band multiplied by the factor exp(ε/k_B T − 2R/a), where a is the decay length of the localized state. Taking R as the radius of a sphere that holds on average one state at least as deep as ε, and a = 0.5 nm, the largest value of this factor is 0.005. This typical distance is misleading, however, because the rate is dominated by the closest neighbours. The factor exceeds one for states with R < aε/(2k_BT). For a deep trap, integrating over ε gives their mean number as 8πN(a/2)³/x³ ≈ 0.28, where N = 0.1 nm⁻³ is the density of tail states. About one deep trap in four thus has a neighbour to which tunnelling is faster than thermal release. This estimate grows as a³, and a = 0.5 nm is an assumed value: for a = 1 nm the mean number would be 2.3, and about nine deep traps in ten would have such a neighbour. Jumps to and fro within such pairs lower the no-jump probability, so direct tunnelling is not negligible at these parameters, and the model leaves it out. These estimates concern the model's assumptions. The no-jump probability of a single hole is not what a current measurement records, and a comparison with experiment would need the current to be calculated from the same model. Most of the figures used here are collected in the numerical output below.

Numbers as computed

```
temperature 300 K, kT = 25.852 meV
tail width 50 meV, Tg = 580.2 K
x = T/Tg = 0.5170
tau0 = 1 ps, waiting time = 1 us
S(1000 tau0): sum 0.024932, law 0.024932
s*S^(s), s*tau0=1e-4: sum 0.0137968, law 0.0137968
A = pi x/sin(pi x) = 1.6267
no-jump probability at waiting time 1 us:
  t/tw   limit law  master eq.  simulation  std.error
   0.01  0.92904    0.92952     0.9290      0.0018
   0.10  0.79021    0.79066     0.7909      0.0029
   1.00  0.48013    0.48046     0.4858      0.0035
  10.00  0.18091    0.18105     0.1842      0.0027
finite-age shift at t=tw: 3.270e-04
  predicted shift: 3.268e-04
mesh and contour refinement shift: 1.2e-14
half-life of no-jump state: 0.8825 tw
  = 0.8825 us at this waiting time
traps entered by tw: law 877.1
  simulation 870.9 +- 4.5
  tw(ns)  P(t=tw)   P(t=10 ns)  mean depth(eV)
       1  0.48942   0.18473     0.1929
      10  0.48316   0.48316     0.2502
     100  0.48113   0.79159     0.3088
    1000  0.48046   0.92952     0.3679
sinking in last decade 59.16 meV
  kT ln 10 = 59.53 meV
x=2, t=10 tau0: master 0.09991, steady 0.10000
neglected effects at tw = t = 1 us:
  tail end 0.70 eV: longest trap time 0.575 s
    shift of no-jump probability -4.43e-04
  cubic-lattice return probability 0.3405
    no-jump law with returns 0.4147
    lattice simulation 0.4174 +- 0.0035
  tail states 1e+20, defects 1e+16 cm^-3
    mean defect captures by tw 0.0877
  holes 1e+14 cm^-3: deep-trap filling 8.77e-04
  time free in band / tw (1 ps per jump) 8.77e-04
  decay length 0.5 nm: tunnel/thermal rate 4.86e-03
  no-jump limit law at 310 K, t=tw: 0.46006
```
